# Gauge phases on PAW projectors in a uniform vector potential: test program

```python
# Gauge covariance of PAW in a uniform vector potential A (electron charge -e, SI).
# a = eA/hbar, U = exp(-i a x). 1D model: all-electron well -V0 for |x|<R, valence
# state phi ~ cos(Kx) (second even state), pseudo wave phit ~ cos(k0 x), zero local
# pseudopotential, projector p = phit/Nt inside R, H = (p+eA)^2/2m + |p>D<p|,
# S = 1 + |p>q<p|, E0 = -hbar^2 kap^2/2m, s = k0^2+kap^2, w = D - E0 q.
# Claims: phases U on projector and partial waves make E independent of A; without
# them dE = eta hbar^2 a^2/2m and J = -dE/dA = -eta e^2 A/m, with
# eta = phiR^2 [R(s/k0^2-4) + kap/k0^2 + (3kap^2-k0^2)/(kap s) + exp(-2 kap R)/kap];
# half cures give eta+q or q; for A(t) a term -e F q |Up><U x p| (F=-dA/dt) is needed.
import numpy as np
from scipy.constants import hbar, m_e, e, physical_constants
from scipy.optimize import brentq
from scipy.linalg import eigh

V0, R, A0, spacing, L, X = 30*e, 0.15e-9, 5e-7, 1e-9, 2.4e-9, 0.3e-9
h2m = hbar**2/(2*m_e); a0 = e*A0/hbar
z0 = np.sqrt(V0/h2m)*R
z = brentq(lambda u: u*np.tan(u)-np.sqrt(z0**2-u**2), np.pi+1e-9, z0, xtol=1e-15)
K, kap = z/R, np.sqrt(z0**2-z**2)/R
k0 = brentq(lambda u: u*np.tan(u)-kap*R, 1e-6, np.pi/2-1e-9, xtol=1e-15)/R
E0, s = -h2m*kap**2, k0**2+kap**2
phiR2 = 1/(R*(1+kap**2/K**2)+kap/K**2+1/kap)
phi = lambda y: np.sqrt(phiR2)*np.cos(K*y)/np.cos(K*R)
phit = lambda y: np.sqrt(phiR2)*np.cos(k0*y)/np.cos(k0*R)
t, wt = np.polynomial.legendre.leggauss(120)
x, wx = R*t, R*wt
N, Nt = wx@phi(x)**2, wx@phit(x)**2
q, Nout = N-Nt, phiR2/kap
assert abs(N+Nout-1) < 1e-12
p = phit(x)/Nt

def D_def(a, a_phase):  # one-centre D by quadrature, numerical derivative
    h, out = 1e-5*R, 0.0
    for f, sg in ((phi, 1), (phit, -1)):
        F = lambda y: np.exp(-1j*a_phase*y)*f(y)
        out += sg*h2m*(wx@abs(-1j*(F(x+h)-F(x-h))/(2*h)+a*F(x))**2)
    return out-V0*N
D0, D_ph, D_un = D_def(0, 0), D_def(a0, a0), D_def(a0, 0)
assert abs(D0/(-h2m*(k0**2*Nt+kap**2*N))-1) < 1e-7
assert abs(D_ph-D0) < 1e-5*abs(D_un-D0)
assert abs((D_un-D0)/(q*h2m*a0**2)-1) < 1e-5
w = D0-E0*q
assert abs(w/(-h2m*s*Nt)-1) < 1e-7

xin = -R+(x+R)[:, None]*(t+1)/2; win = (x+R)[:, None]/2*wt
def green(f, kp, a):  # <f|((-id/dx+a)^2+kp^2)^-1|f> for real f inside the sphere
    r = x[:, None]-xin
    return (wx*f(x))@np.sum(win*f(xin)*np.cos(a*r)*np.exp(-kp*r), axis=1)/kp
def secular(a, D):
    fn = lambda u: 1+(D/h2m+q*(u/R)**2)*green(phit, u/R, a)/Nt**2
    return -h2m*(brentq(fn, 0.5*kap*R, 1.5*kap*R, xtol=1e-15)/R)**2
Es0 = secular(0, D0)
assert abs(Es0/E0-1) < 1e-7
def curvature(En):  # Richardson limit of dE/(hbar^2 a^2/2m)
    c = [(En(a)-Es0)/(h2m*a*a) for a in (0.01/R, 0.02/R)]
    return (4*c[0]-c[1])/3
eta = phiR2*(R*(s/k0**2-4)+kap/k0**2+(3*kap**2-k0**2)/(kap*s)+np.exp(-2*kap*R)/kap)
eta_b = curvature(lambda a: secular(a, D0))
eta_c = curvature(lambda a: secular(a, D0+q*h2m*a*a))
eta_d = curvature(lambda a: secular(0, D0+q*h2m*a*a))
c1, c2 = s*(wx@(x*phit(x))**2), s*s*green(lambda y: y*phit(y), kap, 0)
assert abs(eta_b-eta) < 1e-6 and abs(c1-c2-eta) < 1e-9
assert abs(eta_c-(eta+q)) < 1e-6 and abs(eta_d-q) < 1e-6

def basis(nmax, X):
    k = 2*np.pi*np.arange(-nmax, nmax+1)/L
    return k, np.exp(-1j*np.outer(k, x+X))*wx/np.sqrt(L)
def solve(k, a, pv, D, nst=1):
    P = np.outer(pv, pv.conj())
    ev, vec = eigh((np.diag(h2m*(k+a)**2)+D*P)/e, np.eye(len(k))+q*P,
                   subset_by_index=[0, nst-1])
    return ev*e, vec[:, 0]
Jkin = lambda k, a, c: -e*hbar/m_e*np.sum((k+a)*abs(c)**2)
k, M = basis(200, X)
g = k[:, None]-k[None, :]
Vae = -V0*2*R/L*np.sinc(g*R/np.pi)
ae = [eigh((np.diag(h2m*(k+a)**2)+Vae)/e, eigvals_only=True,
           subset_by_index=[0, 2]) for a in (0, a0)]
assert abs(ae[0][2]*e/E0-1) < 2e-4 and abs(ae[1][2]-ae[0][2]) < 1e-6
pv0 = M@p
ev, c0 = solve(k, 0, pv0, D0, 2); Ep = ev[0]
assert abs(Ep/E0-1) < 2e-5 and ev[1] > -1e-12*e   # one bound state only
Ntot, fsum = np.sum(abs(c0)**2), 4*np.sum(k**2*abs(c0)**2/(k**2+kap**2))
assert abs(Ntot-fsum-eta) < 1e-4
pv_atom, pv_glob = M@(p*np.exp(-1j*a0*x)), M@(p*np.exp(-1j*a0*(x+X)))
Eb, cb = solve(k, a0, pv0, D0); Ecov, ccov = solve(k, a0, pv_atom, D_ph)
dEb, dEcov = Eb[0]-Ep, Ecov[0]-Ep
dEglob = solve(k, a0, pv_glob, D_ph)[0][0]-Ep
dEc = solve(k, a0, pv0, D_un)[0][0]-Ep
dEd = solve(k, a0, pv_atom, D_un)[0][0]-Ep
dEw = solve(k, a0, M@(p*np.exp(1j*a0*x)), D0)[0][0]-Ep
assert abs(dEcov) < 1e-5*dEb and abs(dEglob) < 1e-5*dEb
for pw, ex in ((dEb, secular(a0, D0)), (dEc, secular(a0, D_un)),
               (dEd, secular(0, D_un)), (dEw, secular(2*a0, D0))):
    assert abs(pw/(ex-Es0)-1) < 1e-4
J_lin, J_hf = -eta*e**2*A0/m_e, Jkin(k, a0, cb)
J_fd = -(secular(1.001*a0, D0)-secular(0.999*a0, D0))/(0.002*A0)
assert abs(J_hf/J_fd-1) < 1e-4 and abs(J_fd/J_lin-1) < 5*(a0*R)**2
assert abs(Jkin(k, a0, ccov)) < 1e-5*abs(J_hf)
J_nl = -e*2*(D0-Eb[0]*q)/hbar*np.imag(np.vdot(cb, pv0)*np.vdot(M@(x*p), cb))
assert abs(J_nl/J_hf-1) < 1e-4
def jloc(y):
    B = np.exp(1j*np.outer(y+X, k))/np.sqrt(L); f = B@cb
    return -e*hbar/m_e*np.real(f.conj()*(B@((k+a0)*cb)))
j_c, j_out = jloc(np.array([0.0, 2*R]))
assert abs(j_out) < 1e-3*abs(j_c) and abs(wx@jloc(x)/J_hf-1) < 1e-3
U = np.exp(-1j*a0*x)
pse = (np.exp(1j*np.outer(x+X, k))@ccov)/np.sqrt(L)/np.vdot(pv_atom, ccov)
err_ph = np.sqrt(wx@abs(pse+U*(phi(x)-phit(x))-U*phi(x))**2)
err_un = np.sqrt(wx@abs(pse+(phi(x)-phit(x))-U*phi(x))**2)
assert err_ph < 1e-3 and err_un > 2e-2

kt, Mt = basis(80, 0.0); pt = Mt@p
Et, ct = solve(kt, 0, pt, D0); Et = Et[0]; wtd = D0-Et*q
ramp = lambda u: u**3*(10-15*u+6*u*u)
field = lambda u, A, T: -A*30*u*u*(1-u)**2/T
def velocity(A, T, n, phase, term):  # Crank-Nicolson, rank-one inversion
    c, tau, dev = ct.copy(), T/n/(2*hbar), 0.0
    for i in range(n):
        u = (i+0.5)/n; a = e*A*ramp(u)/hbar
        Uu = np.exp(-1j*a*x*phase); pv = Mt@(p*Uu)
        v = wtd*pv.conj()-term*e*field(u, A, T)*q*(Mt@(x*p*Uu)).conj()
        dg = 1j*tau*(h2m*(kt+a)**2-Et)
        r = (1-dg)*c+pv*((q*pv.conj()-1j*tau*v)@c)
        row, y, zz = q*pv.conj()+1j*tau*v, r/(1+dg), pv/(1+dg)
        c = y-zz*(row@y)/(1+row@zz)
        pe = Mt@(p*np.exp(-1j*e*A*ramp((i+1)/n)/hbar*x*phase))
        dev = max(dev, abs(np.vdot(c, c).real+q*abs(np.vdot(pe, c))**2-1))
    return c, np.vdot(pe, c), dev
def length(A, T, n):
    dn = np.subtract.outer(np.arange(len(kt)), np.arange(len(kt)))
    xm = np.where(dn == 0, 0, 1j*(-1.0)**dn*L/(2*np.pi*np.where(dn == 0, 1, dn)))
    P = np.outer(pt, pt.conj()); S = np.eye(len(kt))+q*P
    H0 = np.diag(h2m*kt**2-Et)+wtd*P; c, tau = ct.copy(), T/n/(2*hbar)
    for i in range(n):
        Hh = 1j*tau*(H0+e*field((i+0.5)/n, A, T)*xm)
        c = np.linalg.solve(S+Hh, (S-Hh)@c)
    return np.vdot(pt, c)
Ts, Af, Tf = 10e-15, 2.5e-6, 1e-15
J_td_b = Jkin(kt, a0, velocity(A0, Ts, 4000, 0, 0)[0])
J_td_cov = Jkin(kt, a0, velocity(A0, Ts, 4000, 1, 1)[0])
assert abs(J_td_b/J_fd-1) < 2e-3 and abs(J_td_cov) < 2e-3*abs(J_fd)
cL = length(Af, Tf, 1000)
_, cW, devW = velocity(Af, Tf, 1000, 1, 1); _, cO, devO = velocity(Af, Tf, 1000, 1, 0)
assert devW < 1e-5 and devO > 1e-4
assert abs(cW-cL) < 5e-4 and abs(cO-cL) > 2e-3

bohr = physical_constants['Bohr radius'][0]
rows = [("V0", V0/e, "eV"), ("R", R*1e9, "nm"), ("A", A0, "V s/m"),
 ("a = eA/hbar", a0*1e-9, "1/nm"), ("a R", a0*R, ""), ("a*bohr (A/c)", a0*bohr, "a.u."),
 ("K", K*1e-9, "1/nm"), ("k", k0*1e-9, "1/nm"), ("kappa", kap*1e-9, "1/nm"),
 ("E0", E0/e, "eV"), ("AE level 1 (plane waves)", ae[0][0], "eV"),
 ("AE level 2", ae[0][1], "eV"), ("AE level 3", ae[0][2], "eV"),
 ("PAW level (plane waves)", Ep/e, "eV"), ("phiR^2", phiR2*1e-9, "1/nm"),
 ("N", N, ""), ("N pseudo", Nt, ""), ("norm outside", Nout, ""), ("q", q, ""),
 ("lowest eigenvalue of S", N/Nt, ""), ("D", D0/e, "eV"), ("w", w/e, "eV"),
 ("D[A]-D unphased waves", (D_un-D0)/e, "eV"), ("eta closed form", eta, ""),
 ("eta secular curvature", eta_b, ""), ("<phit|phit>", Ntot, ""), ("f-sum", fsum, ""),
 ("commutator term 1", c1, ""), ("commutator term 2", c2, ""),
 ("eta, no phases, D[A]", eta_c, ""), ("eta, projector phase, D[A]", eta_d, ""),
 ("hbar^2 a^2/2m", h2m*a0**2/e, "eV"), ("dE no phases, quadratic", eta*h2m*a0**2/e, "eV"),
 ("dE no phases", dEb/e, "eV"), ("dE all phases", dEcov/e, "eV"),
 ("dE no phases, D[A]", dEc/e, "eV"), ("dE projector phase, D[A]", dEd/e, "eV"),
 ("dE wrong sign", dEw/e, "eV"), ("e^2 A/m", e**2*A0/m_e, "A m"),
 ("J linear", J_lin, "A m"), ("J = -dE/dA", J_fd, "A m"), ("J kinetic", J_hf, "A m"),
 ("<pi>/m", -J_hf/e, "m/s"), ("chain spacing", spacing*1e9, "nm"),
 ("chain current", J_fd/spacing, "A"), ("local current at centre", j_c, "A"),
 ("local current at 2R", j_out, "A"), ("reconstruction error, phased", err_ph, ""),
 ("reconstruction error, unphased", err_un, ""), ("slow ramp time", Ts*1e15, "fs"),
 ("J after ramp, no phases", J_td_b, "A m"), ("J after ramp, phases", J_td_cov, "A m"),
 ("fast ramp A", Af, "V s/m"), ("fast ramp time", Tf*1e15, "fs"),
 ("fast ramp peak field", abs(field(0.5, Af, Tf)), "V/m")]
for name, val, unit in rows:
    print(f"{name} = {val:.6g} {unit}")
print(f"max S-norm drift with / without field term = {devW:.2e} / {devO:.3e}")
print(f"|<p|psi> - length gauge| with / without = {abs(cW-cL):.2e} / {abs(cO-cL):.3e}")
print(f"ring length = {L*1e9:.1f} nm, plane waves = {len(k)} static, {len(kt)} dynamic")
print("finished without a failed check")
```

Output:

```
V0 = 30 eV
R = 0.15 nm
A = 5e-07 V s/m
a = eA/hbar = 0.759634 1/nm
a R = 0.113945 
a*bohr (A/c) = 0.0401981 a.u.
K = 24.3915 1/nm
k = 7.25839 1/nm
kappa = 13.873 1/nm
E0 = -7.33267 eV
AE level 1 (plane waves) = -27.2884 eV
AE level 2 = -19.3798 eV
AE level 3 = -7.33255 eV
PAW level (plane waves) = -7.33266 eV
phiR^2 = 3.40224 1/nm
N = 0.754758 
N pseudo = 3.27052 
norm outside = 0.245242 
q = -2.51576 
lowest eigenvalue of S = 0.230776 
D = -12.0992 eV
w = -30.5464 eV
D[A]-D unphased waves = -0.0553096 eV
eta closed form = 1.7579 
eta secular curvature = 1.7579 
<phit|phit> = 3.51575 
f-sum = 1.75785 
commutator term 1 = 4.07307 
commutator term 2 = 2.31517 
eta, no phases, D[A] = -0.757859 
eta, projector phase, D[A] = -2.51576 
hbar^2 a^2/2m = 0.0219853 eV
dE no phases, quadratic = 0.0386479 eV
dE no phases = 0.0385692 eV
dE all phases = -1.94317e-09 eV
dE no phases, D[A] = -0.0166176 eV
dE projector phase, D[A] = -0.0553548 eV
dE wrong sign = 0.153335 eV
e^2 A/m = 1.40897e-14 A m
J linear = -2.47683e-14 A m
J = -dE/dA = -2.46676e-14 A m
J kinetic = -2.46675e-14 A m
<pi>/m = 153963 m/s
chain spacing = 1 nm
chain current = -2.46676e-05 A
local current at centre = -0.000139519 A
local current at 2R = 2.70555e-12 A
reconstruction error, phased = 1.86886e-05 
reconstruction error, unphased = 0.0625632 
slow ramp time = 10 fs
J after ramp, no phases = -2.46666e-14 A m
J after ramp, phases = -2.02237e-19 A m
fast ramp A = 2.5e-06 V s/m
fast ramp time = 1 fs
fast ramp peak field = 4.6875e+09 V/m
max S-norm drift with / without field term = 6.66e-09 / 2.748e-03
|<p|psi> - length gauge| with / without = 2.96e-05 / 1.498e-02
ring length = 2.4 nm, plane waves = 401 static, 161 dynamic
finished without a failed check
```
